\section*{The OPW overlap operator and its singular map, compared with PAW}

\section{Two directions in a plane}

Take a space spanned by two real orthonormal vectors: a core state $|c\rangle$ and a valence state $|v\rangle$. The orthogonalized plane wave (OPW) method removes the core part of any trial vector, so its map is
\begin{equation}
T_{\rm O}=1-|c\rangle\langle c| ,\qquad T_{\rm O}|c\rangle=0,\qquad T_{\rm O}|v\rangle=|v\rangle .
\label{eq:toy}
\end{equation}
In the basis $(c,v)$ this is the matrix $\mathrm{diag}(0,1)$. Its determinant is zero, and the core content of the trial vector cannot be recovered from the result.

The projector augmented wave (PAW) method instead replaces a chosen smooth vector by a true one. Let the smooth vector be $|s\rangle=\cos\theta\,|v\rangle+\sin\theta\,|c\rangle$, and define
\begin{equation}
T_{\rm P}=1+\bigl(|v\rangle-|s\rangle\bigr)\langle s| .
\label{eq:toypaw}
\end{equation}
Since $\langle s|s\rangle=1$, we get $T_{\rm P}|s\rangle=|v\rangle$. The perpendicular vector $|t\rangle=-\sin\theta\,|v\rangle+\cos\theta\,|c\rangle$ is left unchanged. Now $\langle s|v\rangle=\cos\theta$ and $\langle t|v\rangle=-\sin\theta$, so $|v\rangle=\cos\theta\,|s\rangle-\sin\theta\,|t\rangle$. In the basis $(s,t)$, with images as columns,
\begin{equation}
T_{\rm P}=\begin{pmatrix}\cos\theta&0\\-\sin\theta&1\end{pmatrix},
\qquad \det T_{\rm P}=\cos\theta=\langle s|v\rangle .
\label{eq:toydet}
\end{equation}
The PAW map is therefore invertible unless the smooth vector is orthogonal to the true one. OPW is singular by construction; PAW is invertible under a condition on its ingredients. Both statements survive in the general case.

\section{The OPW map and its overlap operator}

Let $H$ be a Hermitian one-electron Hamiltonian with core eigenstates
\begin{equation}
H|c\rangle=E_c|c\rangle,\qquad \langle c|c'\rangle=\delta_{cc'} .
\label{eq:core}
\end{equation}
Plane waves $|\mathbf k\rangle$ are normalized in a box, $\langle\mathbf k|\mathbf k'\rangle=\delta_{\mathbf k\mathbf k'}$. An orthogonalized plane wave has the form $|\chi_{\mathbf k}\rangle=|\mathbf k\rangle-\sum_c a_c|c\rangle$, with coefficients fixed by $\langle c'|\chi_{\mathbf k}\rangle=0$. By \eqref{eq:core} this condition reads $\langle c'|\mathbf k\rangle-a_{c'}=0$. Hence
\begin{equation}
|\chi_{\mathbf k}\rangle=T|\mathbf k\rangle,\qquad
T=1-P,\qquad P=\sum_c|c\rangle\langle c| .
\label{eq:T}
\end{equation}
The map is linear, so a smooth expansion $|\tilde\psi\rangle=\sum_{\mathbf k}a_{\mathbf k}|\mathbf k\rangle$ gives the physical function $|\psi\rangle=T|\tilde\psi\rangle$ with the same coefficients.

The overlap operator $S$ is defined by $\langle\psi|\psi'\rangle=\langle\tilde\psi|S|\tilde\psi'\rangle$, so $S=T^\dagger T$. Each term of $P$ is Hermitian, hence $P^\dagger=P$. Orthonormality gives
\begin{equation}
P^2=\sum_{cc'}|c\rangle\langle c|c'\rangle\langle c'|
=\sum_{cc'}|c\rangle\delta_{cc'}\langle c'|=P .
\label{eq:P2}
\end{equation}
Therefore
\begin{equation}
S=(1-P)(1-P)=1-2P+P^2=1-P=T .
\label{eq:S}
\end{equation}
The two cross terms contribute $-2P$, and the square returns one $P$. Between plane waves,
\begin{equation}
S_{\mathbf k\mathbf k'}=\delta_{\mathbf k\mathbf k'}-\sum_c\langle\mathbf k|c\rangle\langle c|\mathbf k'\rangle .
\label{eq:Sk}
\end{equation}
Setting $\psi'=\psi$ shows what $S$ measures: $\langle\psi|\psi\rangle=\langle\tilde\psi|\tilde\psi\rangle-\sum_c|\langle c|\tilde\psi\rangle|^2$. The norm of the smooth function is reduced by its core content.

Orthonormality matters here. If core functions on neighbouring atoms overlap, the middle expression in \eqref{eq:P2} contains $\langle c|c'\rangle\ne\delta_{cc'}$, and the plain sum is no longer a projector. The core functions must first be orthonormalized among themselves.

\section{Why the OPW map is singular}

Acting on a core state, \eqref{eq:T} gives
\begin{equation}
T|c\rangle=|c\rangle-\sum_{c'}|c'\rangle\delta_{c'c}=0 .
\label{eq:kernel}
\end{equation}
Conversely, $T|f\rangle=0$ means $|f\rangle=P|f\rangle$, which is a combination of core states. The kernel of $T$ is thus the core space and nothing more. $T$ has eigenvalue 0 on that space and 1 on its orthogonal complement. A map that sends nonzero vectors to zero has no inverse. In particular,
\begin{equation}
T\Bigl(|\tilde\psi\rangle+\sum_c a_c|c\rangle\Bigr)=T|\tilde\psi\rangle
\label{eq:nonunique}
\end{equation}
for any numbers $a_c$: one physical function has many pseudo functions. This freedom allows a smoother choice of $\tilde\psi$, and it is also the origin of the singularity. For the 2s state of a hydrogen-like ion, adding the multiple of 1s that cancels the value at the nucleus makes the wave coefficients fall as $k^{-5}$ instead of $k^{-3}$.

The transformed Hamiltonian shows the consequence for energies. From \eqref{eq:core}, $HP=PH=\sum_cE_c|c\rangle\langle c|$, and $PHP=HP^2=HP$. Thus
\begin{equation}
T^\dagger HT=H-PH-HP+PHP=H-\sum_cE_c|c\rangle\langle c| .
\label{eq:H}
\end{equation}
The eigenvalue problem is $(T^\dagger HT-ES)|\tilde\psi\rangle=0$. For $|\tilde\psi\rangle=|c\rangle$ both terms vanish whatever $E$ is, so the equation assigns no energy to a core state. For a solution with $T|\tilde\psi\rangle\neq0$, we use that $T^\dagger=T$ commutes with $H$ and that $T^2=T$:
\begin{equation}
0=T(H-E)T|\tilde\psi\rangle=(H-E)T^2|\tilde\psi\rangle=(H-E)|\psi\rangle .
\label{eq:spectrum}
\end{equation}
These solutions are true eigenstates orthogonal to the core. OPW keeps the non-core spectrum and loses the core levels.

\section{What a finite basis sees}

In a finite set of waves the matrix \eqref{eq:Sk} can be invertible although the operator is not. For one core state, put $b_k=\langle k|c\rangle$. Then $S=1-bb^\dagger$ as a matrix. A coefficient vector orthogonal to $b$ has eigenvalue 1, while $Sb=b-b(b^\dagger b)$. The remaining eigenvalue is
\begin{equation}
\lambda=1-\sum_k|\langle k|c\rangle|^2 ,
\label{eq:lambda}
\end{equation}
the part of the core norm that the basis fails to represent. It is positive as long as the core state lies outside the span of the basis, and it tends to zero as the basis becomes complete. Improving the basis makes the overlap matrix more nearly singular.

The rate can be found for the 1s state of a hydrogen-like ion with nuclear charge $Ze$. The Hamiltonian is $H=-\hbar^2\nabla^2/2m-Ze^2/(4\pi\varepsilon_0r)$, with $m$ the electron mass and the nucleus held fixed. Let $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$ and $\kappa=Z/a_0$. For s states we use $u(r)$, which is $r$ times the normalized radial function, with $\langle f|g\rangle=\int u_f^*u_g\,dr$. The core function is $u_{1s}=2\kappa^{3/2}re^{-\kappa r}$. The $l=0$ waves in a sphere of radius $R$ are $\sqrt{2/R}\,\sin kr$ with $k=n\pi/R$.

Start from $\int_0^\infty e^{-\kappa r}\sin kr\,dr=k/(\kappa^2+k^2)$. Applying $-\partial/\partial\kappa$ to both sides brings down a factor $r$ on the left:
\begin{equation}
\int_0^\infty re^{-\kappa r}\sin kr\,dr=\frac{2\kappa k}{(\kappa^2+k^2)^2} .
\end{equation}
For $\kappa R\gg1$ the upper limit may be replaced by infinity, and
\begin{equation}
b_k=\sqrt{\frac2R}\,\frac{4\kappa^{5/2}k}{(\kappa^2+k^2)^2},\qquad
b_k^2=\frac{32\kappa^5}{R}\,\frac{k^2}{(\kappa^2+k^2)^4} .
\label{eq:bk}
\end{equation}
The missing norm is the sum over waves beyond the cutoff $q$. Their spacing is $\pi/R$, so the sum becomes $(R/\pi)\int_q^\infty dk$. For $q\gg\kappa$ the last fraction in \eqref{eq:bk} is $k^{-6}$ to leading order, and
\begin{equation}
\lambda\simeq\frac{32\kappa^5}{\pi}\int_q^\infty\frac{dk}{k^6}
=\frac{32}{5\pi}\left(\frac{\kappa}{q}\right)^5 .
\label{eq:tail}
\end{equation}

\section{When the PAW map is invertible}

PAW uses true partial waves $|\phi_i\rangle$, smooth partners $|\tilde\phi_i\rangle$ equal to them outside an augmentation sphere, and projectors $|\tilde p_i\rangle$ localized inside it. For a finite number of them, on one site,
\begin{equation}
T=1+\sum_i|d_i\rangle\langle\tilde p_i|,\qquad
|d_i\rangle=|\phi_i\rangle-|\tilde\phi_i\rangle,\qquad
\langle\tilde p_i|\tilde\phi_j\rangle=\delta_{ij} .
\label{eq:paw}
\end{equation}
It follows that $T|\tilde\phi_j\rangle=|\tilde\phi_j\rangle+|d_j\rangle=|\phi_j\rangle$. Define
\begin{equation}
B_{ij}=\langle\tilde p_i|\phi_j\rangle,\qquad
\langle\tilde p_i|d_j\rangle=B_{ij}-\delta_{ij} .
\label{eq:B}
\end{equation}
To invert $T$, solve $T|f\rangle=|g\rangle$ for $f$. With $\alpha_i=\langle\tilde p_i|f\rangle$ the equation is $|f\rangle=|g\rangle-\sum_i|d_i\rangle\alpha_i$. Projecting on $\tilde p_j$ and using \eqref{eq:B},
\begin{equation}
\alpha_j=\langle\tilde p_j|g\rangle-\sum_i(B_{ji}-\delta_{ji})\alpha_i
\quad\Longrightarrow\quad
\sum_iB_{ji}\alpha_i=\langle\tilde p_j|g\rangle .
\label{eq:alpha}
\end{equation}
If $\det B\neq0$, the $\alpha_i$ are unique and
\begin{equation}
T^{-1}=1-\sum_{ij}|d_i\rangle(B^{-1})_{ij}\langle\tilde p_j| .
\label{eq:inverse}
\end{equation}
Reading \eqref{eq:alpha} backwards confirms that the $f$ so constructed has projections $\alpha_i$, so it does solve the equation.

If $\det B=0$, choose a nonzero $\alpha$ with $B\alpha=0$ and set $|f\rangle=-\sum_i|d_i\rangle\alpha_i$. Then $\langle\tilde p_j|f\rangle=-(B\alpha)_j+\alpha_j=\alpha_j$. Thus $f$ is not zero, while $T|f\rangle=|f\rangle+\sum_i|d_i\rangle\alpha_i=0$. The PAW map is invertible if and only if $\det B\neq0$.

The determinant itself follows from $T|d_j\rangle=\sum_i|d_i\rangle B_{ij}$. If the $d_i$ are linearly independent, complete them to a basis of a finite-dimensional representation. Any added vector $e$ is mapped to $e$ plus a combination of the $d_i$. The matrix is block triangular with diagonal blocks $B$ and 1, so
\begin{equation}
\det T=\det B .
\label{eq:det}
\end{equation}
Both sides are polynomials in the components of the $d_i$, so the result extends to linearly dependent $d_i$ by continuity.

OPW fits the algebraic form \eqref{eq:paw} if one sets $\tilde\phi_c=\tilde p_c=c$ and $\phi_c=0$. Then $d_c=-c$, the sum is $-P$, and $B=0$. This locates the difference: OPW replaces the core function by nothing, whereas PAW replaces a smooth function by a true partial wave, which the projectors still detect when $\det B\neq0$.

PAW reaches core orthogonality by another route. Suppose the core state lies inside the sphere and the $\phi_i$ are orthogonal to it. Then
\begin{equation}
\langle c|T|f\rangle=\langle c|f\rangle-\sum_i\langle c|\tilde\phi_i\rangle\langle\tilde p_i|f\rangle .
\label{eq:orth}
\end{equation}
This vanishes when $f=\sum_i\tilde\phi_i\langle\tilde p_i|f\rangle$ inside the sphere. It is a property of functions well described by the smooth partial waves, and an invertible $T$ cannot enforce it on every $f$.

Indeed, for invertible $T$ the equation $T^\dagger(H-E)T|f\rangle=0$ implies $(H-E)T|f\rangle=0$. The full spectrum survives, core levels included, provided $T^\dagger HT$ is kept without approximation. The core state belongs to the pseudo function $T^{-1}|c\rangle$, which by \eqref{eq:inverse} is $|c\rangle$ minus a fixed combination of the $|d_i\rangle$. Unless that combination happens to cancel the rapid variation of $|c\rangle$ near the nucleus, this pseudo function is not smooth, and a smooth basis represents it poorly.

\section{The overlap for one partial wave}

For real functions and one partial wave, multiplying out $T^\dagger T$ gives
\begin{equation}
S=1+|d\rangle\langle\tilde p|+|\tilde p\rangle\langle d|
+|\tilde p\rangle\langle d|d\rangle\langle\tilde p| .
\label{eq:Spaw}
\end{equation}
Vectors orthogonal to both $d$ and $\tilde p$ have eigenvalue 1. Two eigenvalues $\lambda_\pm$ remain, in the plane of $d$ and $\tilde p$. Their product is $\det S=(\det T)^2=B^2$. Their sum is 2 plus the trace of the last three terms of \eqref{eq:Spaw}. Hence
\begin{equation}
\lambda_\pm=h\pm\sqrt{h^2-B^2},\qquad
h=1+\langle\tilde p|d\rangle+\tfrac12\langle d|d\rangle\langle\tilde p|\tilde p\rangle .
\label{eq:lpm}
\end{equation}
For $B\neq0$ both are positive. The plane contains a vector orthogonal to $\tilde p$, which $T$ leaves unchanged, so $\lambda_-\le1\le\lambda_+$. Hence $\langle f|S|f\rangle\ge\lambda_-\langle f|f\rangle$ for every $f$, and in any orthonormal basis, finite or not, the smallest overlap eigenvalue cannot fall below $\lambda_-$. This is the counterpart of \eqref{eq:lambda}, which has no such floor.

\section{A hydrogen-like ion with $Z=3$}

Take 1s as core and 2s as valence state of the one-electron ion with $Z=3$, nonrelativistic and with a fixed point nucleus. With $a_0=52.9177$ pm, $\kappa=3/a_0=0.056692\ \mathrm{pm}^{-1}$. The levels $E_n=-\hbar^2\kappa^2/(2mn^2)$ are $E_1=-122.4512$ eV ($-1.9619\times10^{-17}$ J) and $E_2=E_1/4=-30.6128$ eV ($-4.9047\times10^{-18}$ J). The sphere has $R=1000$ pm, so $\kappa R\approx57$ and the replacement made before \eqref{eq:bk} is safe.

For PAW, the partial wave is $u_{2s}$. Inside $r_c=100$ pm its partner is $\tilde u=ar+br^3$, matched in value $U$ and slope $D$ at $r_c$. The conditions $ar_c+br_c^3=U$ and $a+3br_c^2=D$ give
\begin{equation}
b=\frac{D-U/r_c}{2r_c^2},\qquad a=\frac{U}{r_c}-br_c^2 .
\end{equation}
The projector is $\tilde p=g\tilde u/\langle g\tilde u|\tilde u\rangle$, with $g=(1-r^2/r_c^2)^2$ inside and zero outside.

The computed integrals are $\langle\tilde p|d\rangle=-0.61842$, $\langle d|d\rangle=0.18943$ and $\langle\tilde p|\tilde p\rangle=3.18190$. From \eqref{eq:B}, $B=1-0.61842=0.38158$. From \eqref{eq:lpm}, $h=1-0.6184+\tfrac12(0.1894)(3.1819)=0.683$ and $B^2=0.1456$, so $\lambda_-=0.117$ and $\lambda_+=1.249$. The smallest overlap eigenvalues in a basis of $N$ waves are as follows.

\begin{center}
\begin{tabular}{rcc}
$N$ & OPW & PAW\\
20 & $2.12\times10^{-1}$ & 0.279\\
80 & $1.00\times10^{-3}$ & 0.117\\
320 & $1.14\times10^{-6}$ & 0.117
\end{tabular}
\end{center}

At $N=320$, \eqref{eq:tail} predicts $1.15\times10^{-6}$, with $q=(N+\tfrac12)\pi/R$ placed midway between the last included wave and the first omitted one. The ratio of largest to smallest overlap eigenvalue is then $1/(1.14\times10^{-6})\approx9\times10^5$ for OPW. For PAW it cannot exceed $1.249/0.117\approx11$.

The near-singularity does not spoil the OPW valence energy here: with 320 waves, where the smallest overlap eigenvalue is $1.14\times10^{-6}$, OPW gives $-30.6128$ eV, equal to $E_2$ to the digits shown. Measured in eV, the advantage over unmodified waves is largest in the smallest basis tested; measured as a ratio of the two errors it grows with the basis, from about 49 at 20 waves to about 350 at 40. With 20 waves, where the overlap is still well conditioned, OPW gives $-30.480$ eV, which is 0.133 eV above $E_2$; the second root of the unmodified waves is $-24.104$ eV, or 6.509 eV above. That OPW cannot do worse follows from the variational principle. The span of the waves and $|c\rangle$ together splits into $|c\rangle$ and the functions $T|k\rangle$, and $H$ does not couple the two parts because $|c\rangle$ is an eigenstate. Its lowest root is $E_1$ and its second is the lowest OPW root. Enlarging a basis cannot raise an ordered root, so this second root is at or below the second root of the waves alone. The argument, like \eqref{eq:H}, needs $|c\rangle$ to be an exact eigenstate of $H$. If a 1s function of charge 2.97 instead of 3 is inserted into \eqref{eq:Sk} and into the right-hand side of \eqref{eq:H} with $E_c=E_1$, the lowest root is $-30.32$ eV at 80 waves and $-34.49$ eV at 320 waves, 3.9 eV below $E_2$. Evaluating $T^\dagger HT$ directly with the same function gives $-30.616$ eV at both sizes.

The untruncated PAW problem $T^\dagger HT|f\rangle=ET^\dagger T|f\rangle$ behaves differently. Its two lowest roots, in eV, are:

\begin{center}
\begin{tabular}{rrr}
$N$ & first & second\\
20 & $-30.609$ & $-13.605$\\
40 & $-30.613$ & $-23.033$\\
80 & $-102.529$ & $-30.613$\\
320 & $-122.043$ & $-30.613$
\end{tabular}
\end{center}

With 20 waves the roots lie close to 2s and 3s ($E_1/9=-13.606$ eV), and no core level appears. With 80 waves a root lies far below 2s, and with 320 it is 0.41 eV above $E_1$. The value $-23.033$ eV at $N=40$ matches no level of the ion. It is the core root on its way down, as the basis begins to resolve $T^{-1}|c\rangle$: the normalized function $T|f\rangle$ of this root has $|\langle c|T|f\rangle|^2=0.85$, and its weights on 2s and 3s are below 0.01. In this example the core level is present in the PAW operator but hidden from a sufficiently smooth basis; in OPW it has been removed.

The condition on $B$ is a real one. With the same recipe but $r_c=75.24$ pm, the positive and negative parts of $\tilde p\,u_{2s}$ cancel in the integral and $B=0$. Then $T|d\rangle=B|d\rangle=0$, and this PAW map is as singular as the OPW one. The recipe has another zero of $B$ at $r_c=48.46$ pm, and the floor is already low near a zero: $\lambda_-=2.3\times10^{-4}$ at 76 pm and $7.7\times10^{-3}$ at 80 pm. Such a radius and its neighbourhood must be avoided, which is possible by changing $r_c$, the partner or the projector. No comparable choice exists in OPW, where \eqref{eq:kernel} holds for every core state. The numerical check also covers OPW with two core states and PAW with two partial waves.

\section*{Computed values}
\begin{verbatim}
nuclear charge number Z = 3
Bohr radius a0 = 52.9177 pm, kappa = 0.056692 1/pm
sphere radius R = 1000 pm, augmentation radius = 100 pm
exact 1s energy = -122.4512 eV = -1.9619e-17 J
exact 2s energy = -30.6128 eV = -4.9047e-18 J
OPW, two core states: zero singular values = 2
norm distance of two pseudo functions = 0.7000
distance after OPW map below 1e-9: True
smallest overlap eigenvalue (dimensionless)
waves  cutoff/eV    OPW          PAW
  20     150.41  2.1223e-01  0.27906
  40     601.65  2.1347e-02  0.12623
  80    2406.59  1.0024e-03  0.11692
 160    9626.37  3.5310e-05  0.11655
 320   38505.49  1.1424e-06  0.11654
OPW tail law at 320 waves = 1.1528e-06
2s energy in eV: OPW, plain waves
  20    -30.47968    -24.10392
  40    -30.60688    -28.54224
  80    -30.61273    -30.19271
 160    -30.61281    -30.54848
 320    -30.61281    -30.60409
exact PAW problem, two lowest levels in eV
  20     -30.6091     -13.6046
  40     -30.6128     -23.0329
  80    -102.5289     -30.6128
 160    -119.4327     -30.6128
 320    -122.0425     -30.6128
PAW <p|d> = -0.61842, <d|d> = 0.18943, <p|p> = 3.18190
PAW B = <p|phi> = 0.38158, det T from matrix = 0.38158
PAW overlap eigenvalues differing from 1: 0.11654, 1.24939
two partial waves: det T = 0.60690, det B = 0.60690
augmentation radius with B = 0: 75.237 pm
smallest singular value there below 1e-8: True
\end{verbatim}
